**Langer's rate with friction, tested against the full Fokker–Planck operator**

The program tests the escape rate k = (λ₊/2π) √(det K_A/|det K_S|) exp(−ΔV/kT), where K_A and K_S are the mass-weighted Hessians of the well and the saddle, ΔV is the barrier, and λ₊ is the positive eigenvalue of the damped linear dynamics at the saddle. For a two-coordinate model with anisotropic friction, it asserts that λ₊/ω_b, with ω_b the undamped saddle frequency, agrees with the physical flux found by quadrature and with the long-time reactive flux of the linear stochastic dynamics; all three print as 0.643263. It also asserts the stationarity of the density at the saddle, the weak- and strong-friction limits of λ₊, and the lower bound obtained from friction projected on the unstable mode. The complete rate is compared with the slowest relaxation of the anharmonic four-dimensional Fokker–Planck operator: the ratio of full to Langer rate is 0.939 at a barrier of 5 kT and 0.970 at 10 kT. A one-dimensional scan shows agreement within 10% at frictions of 1 and 10 ω₀, where ω₀ is the model's frequency unit. At a friction of 0.02 ω₀ the full rate is only 0.23 of the formula, because energy exchange with the bath is then too slow to keep the well thermalized.

## Check in Python

```python
# Result under test: the escape rate over a saddle with friction is
#   k = (lam/2 pi) sqrt(det K_A/|det K_S|) exp(-barrier/kT) = (lam/w_b) k_TST,
# lam = the one positive eigenvalue of the damped linear dynamics at the saddle.
# K_A, K_S: mass-weighted Hessians of well and saddle; Gam: friction matrix;
# w_b: frequency of the unstable mode e of K_S; H = diag(K_S, 1) on x = (q, p);
# zeta = erfc(U.x/sqrt 2)/2: factor multiplying the equilibrium density.
# Reduced units: kT = 1 and w0 = 1, where -w0^2 is the curvature of the
# one-dimensional double well at its top. Rates and frictions are in w0.
from itertools import product
import numpy as np
import sympy as sp
from scipy import sparse
from scipy.integrate import quad
from scipy.linalg import expm, null_space, solve
from scipy.special import erfc


def drift_matrix(K, Gam):
    n = len(K)
    return np.block([[np.zeros((n, n)), np.eye(n)], [-K, -Gam]])


def growth_rate(K, Gam):
    ev = np.linalg.eigvals(drift_matrix(K, Gam))
    unstable = ev[ev.real > 0]
    assert len(unstable) == 1 and abs(unstable[0].imag) < 1e-10
    return unstable[0].real


def reactive_flux_factor(K, Gam):
    """Long-time transmission factor from the linear stochastic dynamics."""
    n = len(K)
    A = drift_matrix(K, Gam)
    noise = np.zeros((2 * n, 2 * n))
    noise[n:, n:] = 2 * Gam
    h = 0.05
    Z = expm(h * np.block([[-A, noise], [np.zeros_like(A), A.T]]))
    F = Z[2 * n:, 2 * n:].T
    cov = F @ Z[:2 * n, 2 * n:]
    for _ in range(9):              # doubling of the elapsed time
        cov = cov + F @ cov @ F.T
        F = F @ F
    w2, modes = np.linalg.eigh(K)
    e = modes[:, 0]
    row = e @ F[:n]                 # e.q(t) as a linear function of x(0)
    a = row[n:] @ e
    rest = e @ cov[:n, :n] @ e + row[n:] @ row[n:] - a**2
    rest += sum((row[:n] @ modes[:, i])**2 / w2[i] for i in range(1, n))
    return a / np.sqrt(a**2 + rest)


def derivative_matrix(barrier, n_x):
    """d/dx in polynomials orthonormal under exp(-double well)."""
    x0 = 2 * np.sqrt(barrier)
    L = x0 * np.sqrt(1 + np.sqrt(1000 / barrier))
    x = np.linspace(-L, L, 4001)
    phi = np.zeros((n_x, len(x)))
    phi[0] = np.exp(-barrier * (x**2 / x0**2 - 1)**2 / 2)
    phi[0] /= np.linalg.norm(phi[0])
    b = 0.0
    for i in range(1, n_x):
        v = x * phi[i - 1] - (b * phi[i - 2] if i > 1 else 0)
        b = np.linalg.norm(v)
        phi[i] = v / b
    assert np.abs(phi @ phi.T - np.eye(n_x)).max() < 1e-8
    slope = 4 * barrier * x * (x**2 / x0**2 - 1) / x0**2
    # integration by parts: a derivative only contains lower polynomials
    return np.triu((phi * slope) @ phi.T, 1)


def relaxation_rate(barrier, W, n_x, degree, passes=1):
    """Slowest odd decay rate of the full Fokker-Planck operator.
    Gaussian variables are expanded in Hermite functions; W is their linear
    dissipation/rotation matrix, and variable 0 is the momentum of x.
    Elimination runs from the highest Hermite degree down to zero."""
    D = derivative_matrix(barrier, n_x)
    m, half = len(W), n_x // 2
    if m == 1:
        states = [[(n,)] for n in range(degree + 1)]
    else:
        states = [[s for s in product(range(n + 1), repeat=m) if sum(s) == n]
                  for n in range(degree + 1)]
    index = [{s: i for i, s in enumerate(block)} for block in states]
    rate = 0.0
    for _ in range(passes):
        S = None
        for n in range(degree, -1, -1):
            size = len(states[n])
            G = np.zeros((size, size))
            for col, s in enumerate(states[n]):
                for i in range(m):
                    for j in range(m):
                        if s[j] and W[i][j]:
                            t = list(s)
                            t[j] -= 1
                            t[i] += 1
                            G[index[n][tuple(t)], col] += (
                                W[i][j] * np.sqrt(s[j] * t[i]))
            if n:
                G -= rate * np.eye(size)
            new = np.kron(G, np.eye(half))
            if S is not None:
                up = np.zeros((len(states[n + 1]), size))
                for col, s in enumerate(states[n]):
                    t = (s[0] + 1,) + s[1:]
                    up[index[n + 1][t], col] = np.sqrt(t[0])
                B = sparse.csr_matrix(np.kron(up, D[n % 2::2, (n + 1) % 2::2]))
                new += B.T @ solve(S, B.toarray())
            S = new
        ev = np.linalg.eigvals(S)
        rate = ev[np.argmin(np.abs(ev))].real
    return rate


# ---- the two-dimensional model and its Hessians --------------------------
Omega, c = 1.5, 0.5
Gam = np.array([[0.5, 0.4], [0.4, 2.0]])
barrier = 10.0
X, Y, E = sp.symbols("x y E", positive=True)
V = (E * (X**2 / (4 * E) - 1)**2
     + sp.Rational(9, 8) * (Y - X / 2)**2)
assert abs(Omega**2 / 2 - 9 / 8) < 1e-14 and c == 0.5
well = {X: 2 * sp.sqrt(E), Y: sp.sqrt(E)}
saddle = {X: 0, Y: 0}
for point in (well, saddle):
    assert all(sp.simplify(sp.diff(V, z).subs(point)) == 0 for z in (X, Y))
assert sp.simplify(V.subs(saddle) - V.subs(well) - E) == 0
hess = sp.hessian(V, (X, Y))
K_A = np.array(hess.subs(well).subs(E, 10), dtype=float)
K_S = np.array(hess.subs(saddle).subs(E, 10), dtype=float)
w2, modes = np.linalg.eigh(K_S)
assert w2[0] < 0 < w2[1] and np.linalg.eigvalsh(K_A)[0] > 0
w_b = np.sqrt(-w2[0])
e = modes[:, 0] * np.sign(modes[0, 0])
lam = growth_rate(K_S, Gam)
kappa = lam / w_b
g_e = e @ Gam @ e
lam_projected = np.sqrt(g_e**2 / 4 + w_b**2) - g_e / 2
assert lam_projected < lam < w_b

# ---- stationary density at the saddle -----------------------------------
H = np.block([[K_S, np.zeros((2, 2))], [np.zeros((2, 2)), np.eye(2)]])
M = np.block([[np.zeros((2, 2)), -np.eye(2)], [np.eye(2), Gam]])
ev, vec = np.linalg.eig(-H @ M)
U = vec[:, np.argmax(ev.real)].real
norm = U @ np.linalg.solve(H, U)
assert norm < 0
U = U / np.sqrt(-norm)
U = U * np.sign(U[:2] @ e)
assert abs(U @ M @ U - lam) < 1e-10
plane = null_space(U[None, :])
restricted = plane.T @ H @ plane
assert np.linalg.eigvalsh(restricted)[0] > 0
det_formula = np.linalg.det(H) * (U @ np.linalg.solve(H, U)) / (U @ U)
assert abs(np.linalg.det(restricted) / det_formula - 1) < 1e-9


def density(x):
    return 0.5 * erfc(U @ x / np.sqrt(2)) * np.exp(-0.5 * x @ H @ x)


rng = np.random.default_rng(4)
A = drift_matrix(K_S, Gam)
h = 1e-3
unit = np.eye(4) * h
worst = 0.0
for _ in range(20):
    x = rng.normal(size=4) * 0.6
    terms = []
    for i in range(4):
        hi, lo = x + unit[i], x - unit[i]
        terms.append(-((A @ hi)[i] * density(hi)
                       - (A @ lo)[i] * density(lo)) / (2 * h))
    for i in range(2):
        for j in range(2):
            a, b = unit[i + 2], unit[j + 2]
            mixed = (density(x + a + b) - density(x + a - b)
                     - density(x - a + b) + density(x - a - b)) / (4 * h * h)
            terms.append(Gam[i, j] * mixed)
    worst = max(worst, abs(sum(terms)) / sum(abs(t) for t in terms))
assert worst < 1e-4                 # finite-difference error of order h^2

# ---- transmission factor from physical flux and from dynamics -----------
nodes, weights = np.polynomial.hermite_e.hermegauss(50)
weights = weights / weights.sum()
y, p1, p2 = np.meshgrid(nodes, nodes, nodes, indexing="ij")
wt = np.einsum("i,j,k->ijk", weights, weights, weights)
u = (U[:2] @ modes[:, 1]) * y / np.sqrt(w2[1]) + U[2] * p1 + U[3] * p2
flux = np.sum(wt * (e[0] * p1 + e[1] * p2) * 0.5 * erfc(u / np.sqrt(2)))
kappa_flux = flux * np.sqrt(2 * np.pi)   # one-way thermal flux is 1/sqrt(2 pi)
kappa_dyn = reactive_flux_factor(K_S, Gam)
assert abs(kappa_flux - kappa) < 1e-5
assert abs(kappa_dyn - kappa) < 1e-6
for _ in range(5):                  # random saddles with four coordinates
    Q = np.linalg.qr(rng.normal(size=(4, 4)))[0]
    K4 = Q @ np.diag([-1.0, 0.7, 1.5, 3.0]) @ Q.T
    R = rng.normal(size=(4, 4))
    G4 = 0.3 * np.eye(4) + 0.3 * R @ R.T
    assert growth_rate(K4, G4) < 1
    assert abs(reactive_flux_factor(K4, G4) - growth_rate(K4, G4)) < 1e-5

# ---- limits of the growth rate -------------------------------------------
for g in (0.01, 1.0, 50.0):
    closed = np.sqrt(g * g / 4 + w_b**2) - g / 2
    assert abs(growth_rate(K_S, g * np.eye(2)) - closed) < 1e-9
mu = np.linalg.eigvals(-np.linalg.solve(Gam, K_S)).real.max()
assert abs(growth_rate(K_S, 1e-3 * Gam) - (w_b - 1e-3 * g_e / 2)) < 1e-5
assert abs(1e3 * growth_rate(K_S, 1e3 * Gam) / mu - 1) < 1e-4

# ---- complete rate against the anharmonic Fokker-Planck operator ---------
ratio_det = np.sqrt(np.linalg.det(K_A) / abs(np.linalg.det(K_S)))
W = [[Gam[0, 0], Gam[0, 1], c * Omega],
     [Gam[1, 0], Gam[1, 1], -Omega],
     [-c * Omega, Omega, 0.0]]


def langer(height, growth, prefactor=ratio_det):
    return growth / (2 * np.pi) * prefactor * np.exp(-height)


# two equal wells: the relaxation rate is twice the one-way rate
k_low = relaxation_rate(5.0, W, 48, 9) / 2
k_full = relaxation_rate(barrier, W, 60, 9) / 2
k_small_basis = relaxation_rate(barrier, W, 52, 7) / 2
k_langer = langer(barrier, lam)
k_tst = langer(barrier, w_b)
r_low, r_full = k_low / langer(5.0, lam), k_full / k_langer
assert abs(k_small_basis / k_full - 1) < 0.01
assert abs(r_full - 1) < 0.06       # finite-barrier correction of order 1/10
assert abs(r_full - 1) < 0.7 * abs(r_low - 1)
assert k_tst / k_full > 1.3

# ---- one-dimensional friction scan ---------------------------------------
b1 = 8.0
x1 = 2 * np.sqrt(b1)
action = 2 * quad(lambda s: np.sqrt(max(0.0, 2 * b1 * (
    1 - (s * s / x1**2 - 1)**2))), 0, np.sqrt(2) * x1)[0]
assert abs(action / (16 * b1 / 3) - 1) < 1e-6
scan = []
for g in (0.02, 0.1, 1.0, 10.0):
    full = relaxation_rate(b1, [[g]], 160, 500, 2) / 2
    growth = np.sqrt(g * g / 4 + 1) - g / 2
    scan.append((g, full, langer(b1, growth, np.sqrt(2.0))))
check = relaxation_rate(b1, [[0.02]], 110, 300, 2) / 2
assert abs(check / scan[0][1] - 1) < 0.02
assert all(abs(f / k - 1) < 0.1 for g, f, k in scan if g >= 1)
assert scan[0][1] < 0.8 * scan[0][2]
assert scan[0][1] < scan[1][1] and scan[0][2] > scan[1][2]

# ---- output --------------------------------------------------------------
print("Reduced units: energy kT, frequency and rate w0")
print(f"Omega = {Omega} w0, coupling c = {c}, barrier = {barrier} kT")
print("friction matrix [w0]:", Gam.tolist())
print("K_A [w0^2]:", np.round(K_A, 4).tolist())
print("K_S [w0^2]:", np.round(K_S, 4).tolist())
print("eigenvalues of K_S [w0^2]:", np.round(w2, 5).tolist())
print("unstable mode e:", np.round(e, 5).tolist())
print(f"saddle frequency w_b = {w_b:.5f} w0")
print("eigenvalues of damped dynamics [w0]:",
      " ".join(f"{z:.4f}" for z in np.linalg.eigvals(A)))
print(f"positive eigenvalue lam = {lam:.5f} w0")
print(f"friction projected on e = {g_e:.5f} w0")
print(f"lam from projected friction only = {lam_projected:.5f} w0")
print("vector U (q1,q2,p1,p2):", np.round(U, 5).tolist())
print(f"largest relative stationarity residual = {worst:.1e}")
print(f"lam/w_b from eigenvalue = {kappa:.6f}")
print(f"lam/w_b from physical flux = {kappa_flux:.6f}")
print(f"lam/w_b from long-time dynamics = {kappa_dyn:.6f}")
print(f"sqrt(det K_A/|det K_S|) = {ratio_det:.5f}")
print(f"TST rate = {k_tst:.4e} w0")
print(f"Langer rate = {k_langer:.4e} w0")
print(f"full Fokker-Planck rate = {k_full:.4e} w0")
print(f"same, smaller basis = {k_small_basis:.4e} w0")
print(f"full/Langer at barrier 5 kT = {r_low:.4f}")
print(f"full/Langer at barrier 10 kT = {r_full:.4f}")
print(f"strong-friction constant mu = {mu:.5f} w0")
for s in (0.01, 0.1, 1.0, 10.0, 100.0):
    g = growth_rate(K_S, s * Gam)
    print(f"friction times {s:g}: lam = {g:.5f} w0, "
          f"lam/w_b = {g / w_b:.5f}, s*lam = {s * g:.5f} w0")
print(f"1D scan: barrier = {b1} kT, action I = {action:.3f} kT/w0")
for g, full, k in scan:
    print(f"1D gamma = {g:g} w0: gamma*I = {g * action:.2f} kT, "
          f"full = {full:.3e} w0, Langer = {k:.3e} w0, ratio = {full / k:.3f}")
print("done: every assertion held")
```

Output:

```
Reduced units: energy kT, frequency and rate w0
Omega = 1.5 w0, coupling c = 0.5, barrier = 10.0 kT
friction matrix [w0]: [[0.5, 0.4], [0.4, 2.0]]
K_A [w0^2]: [[2.5625, -1.125], [-1.125, 2.25]]
K_S [w0^2]: [[-0.4375, -1.125], [-1.125, 2.25]]
eigenvalues of K_S [w0^2]: [-0.84626, 2.65876]
unstable mode e: [0.93988, 0.3415]
saddle frequency w_b = 0.91992 w0
eigenvalues of damped dynamics [w0]: -1.7734+0.0000j 0.5918+0.0000j -0.6592+1.3075j -0.6592-1.3075j
positive eigenvalue lam = 0.59175 w0
friction projected on e = 0.93171 w0
lam from projected friction only = 0.56530 w0
vector U (q1,q2,p1,p2): [1.02097, 0.86839, -0.8611, -0.20216]
largest relative stationarity residual = 1.1e-06
lam/w_b from eigenvalue = 0.643263
lam/w_b from physical flux = 0.643263
lam/w_b from long-time dynamics = 0.643263
sqrt(det K_A/|det K_S|) = 1.41421
TST rate = 9.4003e-06 w0
Langer rate = 6.0469e-06 w0
full Fokker-Planck rate = 5.8668e-06 w0
same, smaller basis = 5.8668e-06 w0
full/Langer at barrier 5 kT = 0.9390
full/Langer at barrier 10 kT = 0.9702
strong-friction constant mu = 1.08950 w0
friction times 0.01: lam = 0.91528 w0, lam/w_b = 0.99496, s*lam = 0.00915 w0
friction times 0.1: lam = 0.87524 w0, lam/w_b = 0.95143, s*lam = 0.08752 w0
friction times 1: lam = 0.59175 w0, lam/w_b = 0.64326, s*lam = 0.59175 w0
friction times 10: lam = 0.10720 w0, lam/w_b = 0.11654, s*lam = 1.07204 w0
friction times 100: lam = 0.01089 w0, lam/w_b = 0.01184, s*lam = 1.08931 w0
1D scan: barrier = 8.0 kT, action I = 42.667 kT/w0
1D gamma = 0.02 w0: gamma*I = 0.85 kT, full = 1.739e-05 w0, Langer = 7.475e-05 w0, ratio = 0.233
1D gamma = 0.1 w0: gamma*I = 4.27 kT, full = 4.968e-05 w0, Langer = 7.182e-05 w0, ratio = 0.692
1D gamma = 1 w0: gamma*I = 42.67 kT, full = 4.518e-05 w0, Langer = 4.667e-05 w0, ratio = 0.968
1D gamma = 10 w0: gamma*I = 426.67 kT, full = 7.086e-06 w0, Langer = 7.477e-06 w0, ratio = 0.948
done: every assertion held
```
